# Why a neutralizing background does not make charged-cell eigenvalues absolute

## Question

I am modelling a charged donor defect in an amorphous oxide semiconductor with a periodic supercell. The cell has net charge $+1$, and the code adds a uniform negative background so that the electrostatic problem can be solved.

My reasoning was this. Without the background the potential diverges. With it the cell is neutral, the potential is finite, and the code returns definite eigenvalues. I should then be able to draw the defect level from the charged cell and the band edge from the pristine host cell on one energy axis, and to use the host band edge directly in the formation energy.

A colleague says that I must first "align the potentials". I do not see what is left to align if both calculations are neutral and both set the average potential to zero. Is this a separate correction, or another name for the correction for interacting periodic images?

## Answer

The background makes the potential solvable, but it does not give it a zero. Setting the cell average to zero is a choice, and the same choice means different things in your two cells. Alignment repairs that. It is separate from the point-charge image correction, and you need both. Some image-correction schemes already contain the alignment term of the energy, so it must not be added a second time.

I use atomic units in the algebra. The potential $\phi$ is the one felt by a positive charge, so an electron has potential energy $-\phi$. The cell is a cube of side $L$ and volume $\Omega=L^3$. To have every term under control I take a rigid host, which does not screen, and a compact spherical defect charge $\rho_d$ with

$$q=\int\rho_d\,d^3r,\qquad Q=\int\rho_d\,r^2\,d^3r .$$

### What the background does

Poisson's equation is $\nabla^2\phi=-4\pi\rho$. Integrate it over the cell. The left side becomes the flux of $\nabla\phi$ through the faces, which cancels between opposite faces for a periodic $\phi$. The total charge must therefore vanish, and a density $-q/\Omega$ achieves this. In Fourier components,

$$G^2\phi_{\mathbf G}=4\pi\rho_{\mathbf G}.$$

A uniform density has only a $\mathbf G=0$ component. It changes the equation for $\phi_0$ from $0\cdot\phi_0=4\pi q/\Omega$, which has no solution, to $0\cdot\phi_0=0$, which every $\phi_0$ solves. The average potential is as free as before, and codes usually set $\phi_0=0$.

If $\phi\to\phi+C$, every electron eigenvalue moves by $-C$. The electrostatic energy $\tfrac12\int\rho_{\rm tot}\phi\,d^3r$, with the background included in $\rho_{\rm tot}$, does not move, because $\int\rho_{\rm tot}\,d^3r=0$.

How can the energy be invariant when the eigenvalues are not? Add a small number $x$ of electrons in an orbital of density $n(\mathbf r)$ and kinetic energy $T$, and add the matching background. The charge changes by $\delta\rho=-x(n-1/\Omega)$. Green's theorem with periodic boundaries gives $\int\rho_{\rm tot}\,\delta\phi=\int\phi\,\delta\rho$, so the two first-order terms of $\tfrac12\int\rho_{\rm tot}\phi$ are equal and add up to $\int\phi\,\delta\rho$. Hence

$$\frac{dE}{dN}=T-\int n\phi\,d^3r+\frac1\Omega\int\phi\,d^3r=\varepsilon+\bar\phi .$$

The eigenvalue $\varepsilon$ and the average $\bar\phi$ shift oppositely. The energy of a charged cell thus refers its electrons to the average electrostatic potential of that particular cell, whether or not the code prints that average.

### Why zero average is not a common reference

Take a neutral spherical atom with charge density $\rho_a$, second moment $Q_a=\int\rho_a r^2\,d^3r$, and a potential $\phi_a$ that vanishes outside it. Since $\nabla^2r^2=6$, two integrations by parts give

$$\int\phi_a\,d^3r=\frac16\int\phi_a\nabla^2r^2\,d^3r=\frac16\int r^2\nabla^2\phi_a\,d^3r=-\frac{2\pi}{3}Q_a .$$

A crystal built by summing such atoms, one per volume $\Omega_a$, has average potential $-2\pi Q_a/(3\Omega_a)$. Electrons extend further out than the nucleus, so $Q_a$ is negative and the average is positive. A periodic calculation replaces it by zero.

For a pristine host this costs nothing, because all its levels move together. Now put a defect into a large cell. Far from it the material is the same as before, but the defect region contributes to the cell average. To keep the average at zero, the potential of the whole cell is moved, including the distant part that should match the host.

### The offset and the image potential

Let $\psi$ be the zero-average periodic potential of a unit point charge with its background. Remove the singularity at the origin by writing $\psi=1/r+\chi$. The point charge at the origin is now accounted for, so up to the nearest image site $\chi$ feels the background alone:

$$\nabla^2\chi=\frac{4\pi}{\Omega}.$$

A particular solution is $2\pi r^2/(3\Omega)$, because $\nabla^2r^2=6$. What remains is harmonic and has cubic symmetry, which permits a constant but no terms with angular momentum $l=1,2,3$. Therefore

$$\chi(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3\Omega}+(\text{cubic harmonics, } l\ge4),$$

and lattice summation gives $\alpha=2.8373$.

The potential added to the cell by the extended defect is $\phi_d(\mathbf r)=\int\rho_d(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r'$. The $1/r$ part of $\psi$ gives the potential $\phi_{\rm iso}$ of the isolated defect. For the $\chi$ part, treat $\rho_d$ as a set of spherical shells of radius $s$. Let $M(s)$ be the mean of $\chi$ over a sphere of radius $s$ about $\mathbf r$. By Gauss's theorem,

$$\frac{dM}{ds}=\frac{1}{4\pi s^2}\int_{\rm ball}\nabla^2\chi\,d^3r=\frac{1}{4\pi s^2}\,\frac{4\pi s^3}{3}\,\frac{4\pi}{\Omega}=\frac{4\pi s}{3\Omega},$$

so that $M(s)=\chi(\mathbf r)+2\pi s^2/(3\Omega)$. Weighting this with the charge of each shell gives

$$\phi_d=\phi_{\rm iso}+q\chi+\Delta\phi,\qquad \Delta\phi=\frac{2\pi Q}{3\Omega}.$$

This holds as long as the spheres about $\mathbf r$ enclose no image site. Outside the defect charge $\phi_{\rm iso}=q/r$, and the result becomes

$$\phi_{\rm cell}-\phi_{\rm host}=q\psi+\Delta\phi\qquad\text{(far from the defect)}.$$

There are two different things in this difference. The term $q\psi$ is the field of the periodic charges and their background, and it varies in space. The term $\Delta\phi$ is a constant produced by the zero-average convention. Its origin is the same as for the atoms above. The extended defect minus a point charge $q$ is a neutral object with second moment $Q$. Its potential would average to $-2\pi Q/(3\Omega)$, and the convention cancels this by raising the whole cell by $+2\pi Q/(3\Omega)$.

This also settles whether only charged cells are affected. For $q=0$ the image term vanishes, but $\Delta\phi$ does not. Levels from a neutral defect cell need alignment too.

### Correcting the level

Let $\varepsilon_{\rm iso}$ be the level of one defect in the infinite host, and $\varepsilon_h$ the host band edge, both in the host's convention. The cell adds the potential $q\chi+\Delta\phi$ to the isolated problem. For a compact state, first-order perturbation theory gives

$$\varepsilon_{\rm cell}=\varepsilon_{\rm iso}-q\langle\chi\rangle-\Delta\phi .$$

Insert $\chi$ without its $l\ge4$ terms, which are small for a compact, nearly spherical state, and solve for the isolated level:

$$\varepsilon_{\rm iso}-\varepsilon_h=\varepsilon_{\rm cell}-\varepsilon_h-\frac{\alpha q}{L}+\frac{2\pi q\langle r^2\rangle}{3\Omega}+\Delta\phi .$$

In practice, measure the offset as $\Delta\phi=(\phi_{\rm cell}-\phi_{\rm host}-q\psi)_{\rm far}$. The level formula then works in any convention. If a constant $C$ is added to $\phi_{\rm cell}$, $\varepsilon_{\rm cell}$ falls by $C$ and the measured offset rises by $C$. A constant added to the host potential cancels between $-\varepsilon_h$ and the offset in the same way.

### Correcting the formation energy

Use zero-average potentials, so that the background contributes nothing to $\int\rho\phi$. Inserting the defect changes the electrostatic energy by

$$E_{\rm cell}-E_{\rm host}=\int\rho_d\phi_{\rm host}\,d^3r+\frac12\int\rho_d\phi_d\,d^3r .$$

The first term has no factor one half because the two cross terms are equal. It is the same for an isolated defect. The second term is

$$\frac12\int\rho_d\phi_d\,d^3r=U_{\rm iso}+\frac q2\int\rho_d\chi\,d^3r+\frac q2\Delta\phi,$$

where $U_{\rm iso}$ is the self-energy of the isolated defect charge. The shell average about the origin gives $\int\rho_d\chi\,d^3r=-\alpha q/L+\Delta\phi$. Two halves of $q\Delta\phi$ therefore combine into a whole one:

$$\frac12\int\rho_d\phi_d\,d^3r=U_{\rm iso}-\frac{\alpha q^2}{2L}+q\Delta\phi .$$

Place the $q$ removed electrons at the host band edge. The electrostatic part of the formation energy in the isolated limit is then

$$E_{\rm iso}=E_{\rm cell}-E_{\rm host}+q\varepsilon_h+\frac{\alpha q^2}{2L}-q\Delta\phi .$$

The image term carries one half, as an interaction of the charge with its own copies, while the alignment term has full weight $q$. For this rigid spherical charge $-q\Delta\phi=-2\pi qQ/(3\Omega)$, which is the $L^{-3}$ term of the Makov–Payne image correction. If you apply that correction with both of its terms, the energy is already aligned, and adding $-q\Delta\phi$ again counts it twice.

There is a trap here. The total energy does not follow a shift of $\phi_{\rm cell}$, but a measured offset does. If your code does not use zero average for the defect cell, replace $\Delta\phi$ in this energy formula by the measured offset minus $\bar\phi_{\rm cell}$. This is the same $\bar\phi$ that appeared in $dE/dN$. In a pseudopotential code take it as $dE/dN-\varepsilon$, not as the average of the printed local potential. The short-range part of the local pseudopotential has a nonzero cell average that can enter both the eigenvalues and the total energy, and then $dE/dN=\varepsilon$ and nothing is to be subtracted.

### A model with a known answer

Consider a simple cubic host of period 2.0 Å. Each atom is a Gaussian charge $+1$ of width 0.4 Å surrounded by a Gaussian charge $-1$ of width 0.6 Å. The defect, on an atom site, adds $+4$ with width 0.4 Å and $-3$ with width 0.8 Å, so $q=+1$. A normalized three-dimensional Gaussian of width $s$ has $\langle r^2\rangle=3s^2$, which gives

$$Q=3\,[\,4(0.4)^2-3(0.8)^2\,]=-3.84\ e\,\text{Å}^2 .$$

One electron moves in the resulting potential, and the host edge is its lowest state in the perfect crystal. The isolated level was computed separately, with the periodic host and a defect potential that vanishes at infinity, hence without images or background. It lies 27.708 eV below the host edge. This is far deeper than a donor in a real semiconductor. The depth keeps the state compact, so that what is tested is the electrostatics.

The host alone already shows the arbitrariness. Summed from atoms with potentials vanishing at infinity, it has an average of 2.26 V, which the periodic solution calls zero.

Now take the cell with $L=8$ Å. With $e^2/(4\pi\epsilon_0)=14.40$ eV Å, and $\langle r^2\rangle=0.506$ Å$^2$ for the bound state, the three corrections are

$$\frac{\alpha q}{L}\to\frac{2.8373\times14.40}{8}=5.107\ \text{eV},$$

$$\frac{2\pi q\langle r^2\rangle}{3\Omega}\to\frac{2.094\times0.506}{512}\times14.40=0.030\ \text{eV},$$

$$\Delta\phi\to\frac{2.094\times(-3.84)}{512}\times14.40=-0.226\ \text{V}.$$

The offset read from the computed potential at the cell corner is also $-0.226$ V: the raw difference there is $-1.670$ V, of which $q\psi$ accounts for $-1.443$ V. A test at the centre of a cell face gave the same offset to well within 1 mV, as a true constant requires.

The raw level is $-22.405$ eV relative to the host edge. The image correction, including the small curvature term, gives

$$-22.405-5.107+0.030=-27.482\ \text{eV}.$$

This is still 0.226 eV too high. Adding the offset gives $-27.708$ eV, the isolated value.

The other cells show how the two effects scale:

| $L$ (Å) | raw (eV) | image-corrected (eV) | also aligned (eV) |
|---|---|---|---|
| 6 | −20.434 | −27.172 | −27.708 |
| 8 | −22.405 | −27.482 | −27.708 |
| 10 | −23.522 | −27.592 | −27.708 |
| 12 | −24.245 | −27.641 | −27.708 |

Doubling $L$ from 6 to 12 Å reduces the offset from $-0.536$ to $-0.067$ V, a factor of eight, as $1/\Omega$ demands. The leading image term falls only as $1/L$, which is why the raw level is still 3.5 eV from its limit in the largest cell. As $L\to\infty$ both corrections vanish, so alignment is a finite-cell matter when both potentials follow the zero-average rule. With unrelated conventions in the two cells, the offset need not vanish however large the cell.

The energy behaves in the same way. At $L=8$ Å the raw formation energy is 2.780 eV below the isolated value. The image term restores $5.107/2=2.554$ eV, and $-q\Delta\phi$ restores the other 0.226 eV. The formation energy itself, 62.8 eV, contains the self-energy of the model's Gaussian charges and should not be compared with that of a material.

### Changing the convention on purpose

Solve the same 8 Å cell with the potential set to zero at its corner instead of on average. The background and all forces on the electron are unchanged, yet the eigenvalue moves from $-22.483$ to $-16.803$ eV. Neither value is more physical than the other.

In the new convention the cell average is $-5.680$ V, so $\varepsilon+\bar\phi=-16.803-5.680=-22.483$ eV. A numerical derivative of the total energy, with electrons and background added together, gives the same number. The measured offset has also moved by $-5.680$ V, to $-5.906$ V. With the host edge at $-0.079$ eV, the aligned level is

$$-16.803+0.079-5.107+0.030-5.906=-27.707\ \text{eV},$$

which agrees with the previous result up to rounding of the terms.

### Can alignment replace the image correction?

No. Suppose you align with the full potential difference at the corner, $-1.670$ V, and apply no image correction. The level is then wrong by

$$\frac{\alpha q}{L}-\frac{2\pi q\langle r^2\rangle}{3\Omega}+q\psi_{\rm corner}\to5.107-0.030-1.443=3.634\ \text{eV}.$$

The level needs the potential of the images and background at the defect, $q\langle\chi\rangle$. The corner value $q\psi_{\rm corner}$ is taken at another place and also contains the defect's own $q/r$, so it cannot stand in for it.

The opposite error is to apply the image term to the energy and then also align with the full difference. The part $q\psi_{\rm corner}$ is now counted in addition to the image energy, and the formation energy comes out 1.443 eV too high. Subtract $q\psi$ first, then read the constant.

Two more defects in the 8 Å cell check the charge dependence. A neutral one, with charges $+3$ and $-3$, has an offset of $-0.254$ V but no energy error, since the offset enters the energy multiplied by $q$. For $q=-1$, with charges $+2$ and $-3$, the offset is $-0.283$ V. The raw energy error is then $-2.554+0.283=-2.271$ eV: the image part keeps its sign and the alignment part reverses. The full formula removes it.

### What changes in your oxide

The closed form $\Delta\phi=2\pi Q/(3\Omega)$ belongs to a rigid host and a spherical charge. Your host polarizes, so the long-range model must be a screened one, and the electronic response contributes to the offset as well. Measure the constant from the computed potentials after subtracting that screened model, and use the same model for the image terms.

The full weight $q$ of the alignment term in the energy was derived for a rigid defect charge. Short-range screening adds a part to the offset that is itself proportional to $q$, and in a linear medium this part enters the energy with one half, as the image term does. Using the whole measured offset with weight $q$ is therefore an approximation in a polarizable host. Its error falls as $1/\Omega$, so check the formation energy in a larger cell.

In an amorphous network the potential also differs from atom to atom. Compare each distant atom with the same atom in the pristine cell, and check that the difference, less the long-range model, is flat. If it is not, the cell may be too small, the atoms may have relaxed there, or the long-range model may leave something out, such as the dipole or quadrupole of a defect charge that is not spherical. A constant read at a single atom is then unreliable.

The level correction also assumes a bound state much smaller than the cell. For a shallow donor whose orbital fills the cell, the first-order expansion about the defect centre fails. A film with vacuum on either side needs a different image model, since the one used here is for a uniform bulk cube.

So your two calculations are each neutral and each have zero average, but they do not share a zero. The numerical output below lists the values for all the cells.

## Values computed for the example and the checks

```
host period 2.0 angstrom; atom charges +1, -1 e
atom Gaussian widths 0.4, 0.6 angstrom
defect charges +4, -3 e; widths 0.4, 0.8 angstrom
defect net charge q +1 e; Q -3.8400 e angstrom^2
Coulomb constant e^2/(4 pi eps0) 14.3996 eV angstrom
alpha 2.83730; L*psi(corner) -0.80194 (no unit)
host average with atoms zero at infinity 2.2619 V
host band edge, zero-average convention -0.0785 eV
isolated level minus host edge -27.7081 eV
LEVEL minus host edge (eV); offset (V)
n  L/angstrom  raw  image-corrected  also aligned  offset
3  6.0  -20.4336  -27.1720  -27.7082  -0.5362
4  8.0  -22.4047  -27.4819  -27.7081  -0.2262
5  10.0  -23.5219  -27.5923  -27.7081  -0.1158
6  12.0  -24.2452  -27.6411  -27.7081  -0.0670
isolated electrostatic formation energy 62.8174 eV
ENERGY error against isolated value (eV)
n  raw  image-corrected  also aligned
3  -3.9408  -0.5362  -0.0000
4  -2.7797  -0.2262  -0.0000
5  -2.1586  -0.1158  -0.0000
6  -1.7694  -0.0670  -0.0000
DETAILS for n = 4
alpha*q/L (eV): 5.1070
curvature term (eV): 0.0298
<r^2> (angstrom^2): 0.5063
far potential difference, unsubtracted (V): -1.6696
q*psi at corner (V): -1.4434
eigenvalue, zero average (eV): -22.4832
eigenvalue, zero at corner (eV): -16.8031
cell average, zero at corner (V): -5.6800
dE/dN with background (eV): -22.4832
aligned level from corner convention (eV): -27.7081
level error, alignment without image term (eV): 3.6338
energy error, image potential counted twice (eV): 1.4434
raw cell formation energy (eV): 60.0377
OTHER DEFECTS, n = 4: q (e), offset (V), raw and final error (eV)
+0  -0.2545  0.0000  0.0000
-1  -0.2827  -2.2708  -0.0000
```
